\section*{The hydrogenic 1s–2p transition: dipole element, oscillator strength and lifetime}

\section*{Problem}

An electron of mass $m$ and charge $-e$ is bound to a point nucleus of mass $M$ and charge $Ze$. Treat the motion nonrelativistically, leave out spin, and use Gaussian units. Write
\[
\mu=\frac{mM}{m+M},\qquad b=\frac{\hbar^2}{\mu Ze^2},\qquad \alpha=\frac{e^2}{\hbar c}.
\]
For $Z=1$ and a fixed nucleus ($M\to\infty$), $b$ is the Bohr radius, called 1 bohr.

\begin{enumerate}
\item[(a)] Separate the centre of mass. Which charge multiplies the relative coordinate in the electric dipole moment?
\item[(b)] Verify the 1s and 2p radial functions and find the transition frequency $\omega$.
\item[(c)] Compute $\langle 1s|z|2p_0\rangle$, and show that the three 2p states have equally strong dipole elements with 1s.
\item[(d)] Compute the oscillator strength of the absorption 1s--2p and compare it with the total strength from 1s.
\item[(e)] Derive the spontaneous emission rate of 2p and its dependence on $Z$ and the masses.
\item[(f)] Evaluate the results for hydrogen with a fixed nucleus, then for hydrogen with its proton, He$^+$ and positronium. How good is the dipole approximation?
\end{enumerate}

\section*{Solution}

\subsection*{(a) Relative motion and effective charge}

Let $\mathbf r=\mathbf r_e-\mathbf R_n$, and let $\mathbf R$ be the centre of mass. Then
\[
\mathbf r_e=\mathbf R+\frac{M}{m+M}\mathbf r,\qquad
\mathbf R_n=\mathbf R-\frac{m}{m+M}\mathbf r .
\]
In the kinetic energy the cross terms in $\dot{\mathbf R}\cdot\dot{\mathbf r}$ cancel, and the coefficient of $\dot{\mathbf r}^2/2$ is
\[
\frac{mM^2+Mm^2}{(m+M)^2}=\mu .
\]
The internal Hamiltonian is therefore $H=\mathbf p^2/2\mu-Ze^2/r$. The dipole moment is
\[
-e\mathbf r_e+Ze\mathbf R_n=(Z-1)e\mathbf R-qe\,\mathbf r,
\qquad q=\frac{M+Zm}{M+m}.
\]
The term in $\mathbf R$ does not act on the internal state, so it has no matrix element between the orthogonal states 1s and 2p. The internal transition is driven by $\mathbf d=-qe\,\mathbf r$. For $Z=1$, $q=1$ for any mass ratio. For an ion of finite nuclear mass $q>1$, because the nucleus moves opposite to the electron and carries more than one unit of charge.

\subsection*{(b) States and frequency}

Put $R(r)=u(r)/r$ and $x=r/b$. Multiplying the radial equation by $2\mu b^2/\hbar^2$ gives
\[
-u''+\left[\frac{l(l+1)}{x^2}-\frac2x\right]u=\varepsilon u,
\qquad E=\frac{\hbar^2}{2\mu b^2}\,\varepsilon .
\]
For $l=0$ try $u=xe^{-x}$. Since $u''=(x-2)e^{-x}$,
\[
-u''-\frac2x u=(-x+2-2)e^{-x}=-u,
\]
so $\varepsilon=-1$. For $l=1$ try $u=x^2e^{-x/2}$. Here $u''=(2-2x+x^2/4)e^{-x/2}$, and
\[
-u''+\left(\frac2{x^2}-\frac2x\right)u
=\left(-2+2x-\frac{x^2}{4}+2-2x\right)e^{-x/2}=-\frac u4 ,
\]
so $\varepsilon=-1/4$. Neither function has a node for $x>0$, so each is the lowest state of its $l$: 1s and 2p. The norms follow from $\int_0^\infty x^ne^{-sx}dx=n!/s^{n+1}$, namely $\int x^2e^{-2x}dx=1/4$ and $\int x^4e^{-x}dx=24$. Hence
\[
R_{10}=\frac{2}{b^{3/2}}e^{-r/b},\qquad
R_{21}=\frac{1}{\sqrt{24}\,b^{3/2}}\,\frac rb\,e^{-r/2b}.
\]
The energy difference is
\begin{equation}
\hbar\omega=\frac34\,\frac{\hbar^2}{2\mu b^2}=\frac{3\hbar^2}{8\mu b^2}
=\frac38\,\frac{\mu Z^2e^4}{\hbar^2}.
\label{omega}
\end{equation}

\subsection*{(c) Dipole elements}

The radial integral is
\[
I=\int_0^\infty R_{10}\,r\,R_{21}\,r^2dr
=\frac{2b}{\sqrt{24}}\int_0^\infty x^4e^{-3x/2}dx
=\frac{b}{\sqrt6}\,4!\left(\frac23\right)^5
=\frac{256}{81\sqrt6}\,b .
\]
For the angular part, $z=r\cos\theta$ with $\cos\theta=\sqrt{4\pi/3}\,Y_{10}$, while $Y_{00}=1/\sqrt{4\pi}$. The normalization of $Y_{10}$ gives
\[
\int Y_{00}\cos\theta\,Y_{10}\,d\Omega
=\frac1{\sqrt{4\pi}}\sqrt{\frac{4\pi}3}=\frac1{\sqrt3}.
\]
Therefore
\begin{equation}
\langle1s|z|2p_0\rangle=\frac{I}{\sqrt3}
=\frac{256}{243\sqrt2}\,b=\frac{128\sqrt2}{243}\,b .
\label{dipole}
\end{equation}
The sign depends on the phases chosen for the two states; the modulus does not.

For $m_l=\pm1$ use $Y_{1,\pm1}=\mp\sqrt{3/8\pi}\,(x\pm iy)/r$, where $x,y$ are now Cartesian coordinates. With $\int x^2d\Omega=\int y^2d\Omega=4\pi r^2/3$ and $\int xy\,d\Omega=0$,
\[
\langle1s|\mathbf r|2p_{\pm1}\rangle=\frac{I}{\sqrt6}\,(\mp1,\,-i,\,0).
\]
Its squared length is $I^2(1+1)/6=I^2/3$, the same as for $m_l=0$. Each 2p state thus has
\begin{equation}
D^2\equiv|\langle1s|\mathbf r|2p_{m_l}\rangle|^2=\frac{I^2}3
=\frac{2^{15}}{3^{10}}\,b^2 .
\label{D2}
\end{equation}
Since $b\propto1/(\mu Z)$, the dipole element falls as $1/Z$ and as $1/\mu$: a more tightly bound atom is smaller.

\subsection*{(d) Oscillator strength}

Define the absorption strength with the reduced mass and sum over the three final states:
\[
f=\frac{2\mu\omega}{3\hbar}\sum_{m_l}|\langle2p_{m_l}|\mathbf r|1s\rangle|^2
=\frac{2\mu\omega}{\hbar}D^2 .
\]
Equation (\ref{omega}) gives $\mu\omega b^2/\hbar=3/8$, so
\begin{equation}
f=\frac34\,\frac{2^{15}}{3^{10}}=\frac{2^{13}}{3^9}
=\frac{8192}{19683}=0.4162 .
\label{f}
\end{equation}
Both $Z$ and $\mu$ have cancelled. If $m$ stood in the definition in place of $\mu$, the result would be multiplied by $m/\mu$.

The total strength follows from a commutator. The potential commutes with $z$, so $[H,z]=-i\hbar p_z/\mu$, and
\[
[z,[H,z]]=-\frac{i\hbar}{\mu}[z,p_z]=-\frac{i\hbar}{\mu}\,i\hbar=\frac{\hbar^2}{\mu}.
\]
Take the expectation value in 1s, where $H$ gives $E_{1s}$. Writing out the double commutator yields
\[
\frac{\hbar^2}{\mu}=\langle 2zHz-z^2H-Hz^2\rangle
=2\sum_n(E_n-E_{1s})|\langle n|z|1s\rangle|^2 ,
\]
where the sum includes the continuum. Multiplication by $\mu/\hbar^2$ turns the right side into the sum of the oscillator strengths. In that form each p level enters through its $m_l=0$ state, which represents the whole level because the three squared vectors are equal. The total is therefore 1. No term is negative, since 1s is the ground state. The 2p level takes about 42\% of the strength, and the other p states, bound and continuum, share the remaining 58\%.

\subsection*{(e) Spontaneous emission}

Enclose the field in a volume $V$. In its vacuum state a mode of frequency $\omega_k$ has energy $\hbar\omega_k/2$, half of it electric:
\[
\frac{V\langle E^2\rangle}{8\pi}=\frac{\hbar\omega_k}{4}
\quad\Longrightarrow\quad
\langle E^2\rangle=\frac{2\pi\hbar\omega_k}{V}.
\]
The field operator is linear in the operators that create and remove a photon, so this root-mean-square field is also the size of its matrix element between zero photons and one. For the coupling $-\mathbf d\cdot\mathbf E$ and a real polarization vector $\boldsymbol\epsilon$, emission has the matrix element
\[
|W|=\sqrt{\frac{2\pi\hbar\omega_k}{V}}\;|\boldsymbol\epsilon\cdot\mathbf d|,
\qquad \mathbf d=-qe\langle1s|\mathbf r|2p_{m_l}\rangle .
\]
This takes the field as uniform over the atom, which part (f) checks.

Let $\Delta=\omega_k-\omega$. To first order, the probability that the photon is in this mode at time $t$ is
\[
\frac{|W|^2}{\hbar^2}\left|\int_0^te^{i\Delta t'}dt'\right|^2
=\frac{|W|^2}{\hbar^2}\,\frac{\sin^2(\Delta t/2)}{(\Delta/2)^2}.
\]
As a function of $\Delta$ the last factor has a peak of width about $1/t$ and area $2\pi t$. For $t\gg1/\omega$ this peak is narrow, and within it the mode density and $|W|^2$ may be taken at $\omega_k=\omega$. The peak gives the part of the probability that grows in proportion to $t$, and this part defines the emission rate. Modes far from resonance add a part that does not keep growing with $t$. That part need not be small: for a uniform field it depends on the highest mode frequency included. It reflects the sudden start from a state without photons, not steady emission, and is dropped. The number of modes per polarization in $d\omega_k\,d\Omega$ is $V\omega_k^2\,d\omega_k\,d\Omega/(2\pi c)^3$, so the probability per unit time is
\[
A=\frac{2\pi}{\hbar^2}\,\frac{V\omega^2}{8\pi^3c^3}\,\frac{2\pi\hbar\omega}{V}
\int\sum_{\boldsymbol\epsilon}|\boldsymbol\epsilon\cdot\mathbf d|^2d\Omega
=\frac{\omega^3}{2\pi\hbar c^3}
\int\sum_{\boldsymbol\epsilon}|\boldsymbol\epsilon\cdot\mathbf d|^2d\Omega .
\]
The two polarizations are perpendicular to the direction $\mathbf n$ of the photon, so their sum is $|\mathbf d|^2-|\mathbf n\cdot\mathbf d|^2$. The average of $n_in_j$ over directions is $\delta_{ij}/3$, and the integral becomes $4\pi(1-\tfrac13)|\mathbf d|^2=8\pi|\mathbf d|^2/3$. Hence
\begin{equation}
A=\frac{4\omega^3|\mathbf d|^2}{3\hbar c^3}
=\frac{4q^2e^2\omega^3D^2}{3\hbar c^3}.
\label{A}
\end{equation}

The first-order result holds for $t\ll1/A$. The emitted photon leaves and does not return, so the same loss applies to the surviving population in each later interval: $\dot P=-AP$ and $P=e^{-At}$. The mean lifetime is $\tau=1/A$. The numerical check tests this step on one state coupled to a dense, flat band of modes. For a band extending $100A$ in angular frequency to each side of resonance, the survival probability after one lifetime is 0.3690, against $e^{-1}=0.3679$. The excess comes from the finite band: it is about twice as large for half the width (0.3702) and half as large for twice the width (0.3685).

Now express everything through $\alpha$:
\[
e^2=\alpha\hbar c,\qquad
\omega=\frac38\,\frac{Z^2\alpha^2\mu c^2}{\hbar},\qquad
b=\frac{\hbar}{Z\alpha\mu c}.
\]
Substitution in (\ref{A}) gives
\begin{align}
A&=\frac43\,\frac{q^2\alpha}{c^2}\,
\frac{3^3}{2^9}\,\frac{Z^6\alpha^6\mu^3c^6}{\hbar^3}\,
\frac{2^{15}}{3^{10}}\,\frac{\hbar^2}{Z^2\alpha^2\mu^2c^2}\nonumber\\
&=\left(\frac23\right)^8\alpha^5Z^4q^2\,\frac{\mu c^2}{\hbar}.
\label{closed}
\end{align}
The powers of 2 are $2+15-9=8$, and those of 3 are $3-1-10=-8$. The factor $\omega^3$ supplies $Z^6\mu^3$, and the smaller size of the atom takes back $Z^2\mu^2$. At fixed $q$ the lifetime therefore scales as $1/(Z^4\mu)$.

No other level contributes in this model. The 1s level is the only one below 2p, and 2s has the same energy as 2p, so $\omega^3$ vanishes for that pair. The small splittings that lift this degeneracy in a real atom are left out.

\subsection*{(f) Numbers and limits}

\paragraph{Hydrogen with a fixed nucleus.} Equation (\ref{dipole}) gives
\[
\langle1s|z|2p_0\rangle=0.7449\ \text{bohr}
\]
(0.3942 \AA). The photon energy is 10.204 eV, which corresponds to $\omega=1.5503\times10^{16}$ rad/s and a wavelength of 121.50 nm.

A short route to the rate uses the oscillator strength. For $q=1$ and $\mu=m$, insert $D^2=\hbar f/(2m\omega)$ in (\ref{A}):
\[
A=f\gamma,\qquad \gamma=\frac{2e^2\omega^2}{3mc^3}.
\]
Here $\gamma$ is the rate at which a classical charge oscillating with amplitude $x_0$ loses energy: the mean radiated power $e^2\omega^4x_0^2/(3c^3)$ divided by the energy $m\omega^2x_0^2/2$. With $e^2=\alpha\hbar c$ and $\hbar\omega=\tfrac38\alpha^2mc^2$,
\[
\gamma=\frac23\,\alpha\,\frac{\hbar\omega}{mc^2}\,\omega=\frac{\alpha^3\omega}{4}
=\frac{(0.00729735)^3(1.5503\times10^{16})}{4}\ \text{s}^{-1}
=1.506\times10^9\ \text{s}^{-1}.
\]
Consequently
\[
A=0.4162\times1.506\times10^9\ \text{s}^{-1}=6.268\times10^8\ \text{s}^{-1},
\qquad \tau=1.595\ \text{ns}.
\]
One lifetime contains $\omega/(2\pi A)=3.9\times10^6$ optical periods. There is thus a wide range of times with $1/\omega\ll t\ll1/A$, in which the resonance peak is narrow while the probability of emission is still small.

\paragraph{Other masses and charges.} Equations (\ref{omega}), (\ref{dipole}) and (\ref{closed}) give
\begin{center}
\begin{tabular}{lcccc}
System & $\mu/m$ & $\langle z\rangle$ (bohr) & Wavelength (nm) & $\tau$ (ns)\\
H, fixed nucleus & 1 & 0.7449 & 121.50 & 1.595\\
H with proton & 0.99946 & 0.7453 & 121.57 & 1.596\\
He$^+$ & 0.99986 & 0.3725 & 30.38 & 0.0997\\
Positronium & 0.5 & 1.4899 & 243.0 & 3.191
\end{tabular}
\end{center}
Here $\langle z\rangle$ stands for $\langle1s|z|2p_0\rangle$, and He$^+$ means the isotope $^4$He. In positronium the positron takes the place of the nucleus. Halving $\mu$ doubles the dipole element, the wavelength and the radiative lifetime; annihilation is left out.

For He$^+$ the factor $Z^4=16$ dominates. The mass correction is small, but its sign is instructive. To first order in $m/M$, $\mu/m=1-m/M$ and $q=1+(Z-1)m/M$, so
\[
q^2\,\frac{\mu}{m}=1+(2Z-3)\frac mM .
\]
A finite nuclear mass lowers the rate for $Z=1$ but raises it for $Z=2$. The reduced mass alone would give the wrong sign for He$^+$.

\paragraph{Dipole approximation.} To see the effect of the field's variation over the atom, take a fixed nucleus and a photon with wave vector $k=\omega/c$ along $x$ and polarization along $z$. The coupling $-\mathbf d\cdot\mathbf E$ holds only for a uniform field, so we use the coupling through the vector potential. Replacing $\mathbf p$ by $\mathbf p+e\mathbf A/c$ in the kinetic energy gives, to first order in a transverse field, the term $(e/mc)\,\mathbf A(\mathbf r)\cdot\mathbf p$, and for emission into this mode $\mathbf A\propto\hat{\mathbf z}\,e^{-ikx}$. The emission amplitude is therefore proportional to $\langle1s|e^{-ikx}p_z|2p_0\rangle$. Without the phase this is the dipole element again: the commutator of part (d) gives $p_z=(im/\hbar)[H,z]$, so $\langle1s|p_z|2p_0\rangle=-im\omega\langle1s|z|2p_0\rangle$. The phase commutes with $p_z$, so $p_z$ may act on 1s, where it produces a function proportional to $(z/r)e^{-r/b}$. The integrand then carries the weight $(z^2/r)e^{-3r/2b}$, which is even in $x$. The linear term of the phase drops out, and the quadratic term lowers the amplitude by the fraction $k^2\langle x^2\rangle/2$, averaged with this weight. Over angles, $\overline{x^2z^2}/\overline{z^2}=(r^4/15)/(r^2/3)=r^2/5$. The remaining radial average is
\[
\langle r^2\rangle=\frac{\int r^5e^{-3r/2b}dr}{\int r^3e^{-3r/2b}dr}
=\frac{5!}{3!}\left(\frac{2b}{3}\right)^2=\frac{80}{9}\,b^2 ,
\]
so the fractional loss of amplitude is
\[
\frac{k^2}{10}\,\frac{80}{9}\,b^2=\frac89(kb)^2,\qquad kb=\frac38Z\alpha .
\]
For hydrogen $kb=0.00274$ and the loss is $6.7\times10^{-6}$, which is negligible here. Other directions give the same fraction. By symmetry the amplitude for photon direction $\mathbf n$, polarization index $i$ and p-state index $j$ has the form $a\,\delta_{ij}+a'n_in_j$, and a transverse polarization removes the second term. The rate therefore falls by twice the fraction, $(Z\alpha)^2/4=1.3\times10^{-5}$ for hydrogen.

This is one of several corrections of relative order $(Z\alpha)^2$; the relativistic changes of the states and energies are of the same order. For hydrogen $\alpha^2=5.3\times10^{-5}$, about a tenth of the reduced-mass shift, so that shift is meaningful. For He$^+$ $(Z\alpha)^2$ is four times larger and exceeds the net mass correction $m/M=1.4\times10^{-4}$. But $(Z\alpha)^2$ gives only the order of magnitude, and the coefficients are small. The Dirac equation for a fixed nucleus, with the phase of the field kept, changes the rate by the fraction $+0.12(Z\alpha)^2$ for 2p$_{1/2}$ and $-0.23(Z\alpha)^2$ for 2p$_{3/2}$ (quoted here, not derived). For He$^+$ these are $+2.5\times10^{-5}$ and $-4.9\times10^{-5}$. They do not reverse the sign of the mass correction, but they alter its size by a fifth to a third and must be included at that level. The scaling laws worsen steadily with $Z$. Near $Z=14$, where $(Z\alpha)^2$ is about 1\%, the two rates deviate from (\ref{closed}) by $+0.12\%$ and $-0.24\%$; the deviation for 2p$_{3/2}$ passes 1\% near $Z=30$.

\section*{Table of computed values}
\begin{verbatim}
HYDROGEN, FIXED NUCLEUS
fine-structure constant alpha = 0.00729735
Bohr radius = 0.529177 angstrom
radial integral = 1.290266 bohr
dipole element <1s|z|2p0> = 0.744936 bohr
dipole element <1s|z|2p0> = 0.394203 angstrom
squared vector element, each m = 0.554929 bohr^2
oscillator strength f = 0.416197
photon energy = 10.2043 eV
angular frequency = 1.55030e+16 rad/s
wavelength = 121.502 nm
decay rate A = 6.26832e+08 1/s
lifetime = 1.5953 ns
classical damping rate = 1.50609e+09 1/s
natural linewidth A/(2 pi) = 99.76 MHz
optical periods in one lifetime = 3.936e+06
k times bohr radius = 0.002737
fractional amplitude loss by retardation = 6.656e-06
alpha squared = 5.325e-05
COMPARISON OF SYSTEMS
fixed nucleus: Z = 1, mu/m = 1.0000000, q = 1.0000000
  <z> = 0.744936 bohr, wavelength = 121.502 nm
  A = 6.26832e+08 1/s, lifetime = 1.59533 ns
H with proton: Z = 1, mu/m = 0.9994557, q = 1.0000000
  <z> = 0.745341 bohr, wavelength = 121.568 nm
  A = 6.26490e+08 1/s, lifetime = 1.59619 ns
He+: Z = 2, mu/m = 0.9998629, q = 1.0001371
  <z> = 0.372519 bohr, wavelength = 30.380 nm
  A = 1.00307e+10 1/s, lifetime = 0.09969 ns
positronium: Z = 1, mu/m = 0.5000000, q = 1.0000000
  <z> = 1.489871 bohr, wavelength = 243.005 nm
  A = 3.13416e+08 1/s, lifetime = 3.19065 ns
RADIAL GRID CHECKS (Z, mu/m, <z> in bohr, f, total f)
  1, 1.0, 0.74496, 0.41621, 0.99998
  2, 1.0, 0.37252, 0.41625, 0.99993
  1, 0.5, 1.48988, 0.41620, 1.00000
  2, 0.7, 0.53213, 0.41622, 0.99997
FLAT-BAND DECAY (time in units of 1/rate, survival, exponential)
  0.5, 0.6094, 0.6065
  1.0, 0.3690, 0.3679
  2.0, 0.1353, 0.1353
\end{verbatim}
